# Why correlated double sampling removes reset noise but doubles white noise: verification in Python

```python
"""
Correlated double sampling (CDS): y = x(t) - x(t - T).
Result under test: the power response is 4 sin^2(pi f T), so that
  var(y) = integral of S(f) 4 sin^2(pi f T) df = 2 [R(0) - R(T)].
S is a one-sided noise spectrum, R its autocovariance, T the read separation.
A level held through both reads cancels, slow noise is suppressed, and
noise uncorrelated between the reads has its variance doubled.
All voltages are referred to the floating diffusion of a model pixel.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as q_electron
from scipy.integrate import trapezoid
from scipy.special import expi

rng = np.random.default_rng(12345)

# Chosen model parameters, SI units
capacitance = 1.6e-15
temperature = 300.0
separation = 2.0e-6
short_separation = 0.05e-6
pole = 1.0e6
white_density = 50e-9          # V per square root of Hz
white_psd = white_density**2
flicker_k = 1.0e-9             # V^2, spectrum flicker_k / f
drift_rms = 1.0e-3
drift_time = 1.0e-3
reset_period = 10.0e-6
hum_frequency = 1.0e3
hum_amplitude = 1.0e-3
ramp_slope = 1.0               # V/s


def power_response(f, lag):
    return 4.0 * np.sin(np.pi * f * lag)**2


def spectrum_integral(function, low=1e-2, high=1e9, points=2_000_001):
    """Integrate function(f) df on a logarithmic frequency grid."""
    log_f = np.linspace(np.log(low), np.log(high), points)
    f = np.exp(log_f)
    return trapezoid(function(f) * f, log_f)


def close(value, expected, relative):
    return abs(value - expected) <= relative * abs(expected)


# Frequency response: difference actual sinusoids, average over phase
phases = 2 * np.pi * np.arange(4000) / 4000
for cycles in (0.01, 0.1, 1 / 6, 0.37, 0.5, 0.8, 1.0, 1.3):
    f = cycles / separation
    later = np.sin(2 * np.pi * f * separation + phases)
    earlier = np.sin(phases)
    measured = np.mean((later - earlier)**2) / np.mean(earlier**2)
    assert abs(measured - power_response(f, separation)) < 1e-10

one_period = (np.arange(60000) + 0.5) / 60000 / separation
response_samples = power_response(one_period, separation)
mean_response = np.mean(response_samples)
amplified_fraction = np.mean(response_samples > 1)
assert abs(mean_response - 2) < 1e-10
assert abs(amplified_fraction - 2 / 3) < 1e-4

# Reset noise: Johnson spectrum of the closed switch, two resistances
reset_variance = k_boltzmann * temperature / capacitance
for resistance in (1e4, 1e5):
    def johnson(f):
        x = 2 * np.pi * f * resistance * capacitance
        return 4 * k_boltzmann * temperature * resistance / (1 + x**2)
    integrated = spectrum_integral(johnson, 1e3, 1e14)
    # the omitted high-frequency tail is below one part in a thousand
    assert close(integrated, reset_variance, 1e-3)

# Held reset levels: a new random level in each reset period
count = 200_000
levels = rng.normal(0, np.sqrt(reset_variance), count + 2)


def held_voltage(time):
    return levels[np.floor(time / reset_period).astype(int)]


starts = np.arange(count) * reset_period
first = starts + 0.3 * reset_period
synchronous = held_voltage(first + separation) - held_voltage(first)
first = starts + 0.9 * reset_period
straddling = held_voltage(first + separation) - held_voltage(first)
first = starts + rng.random(count) * reset_period
random_phase = held_voltage(first + separation) - held_voltage(first)
random_phase_law = 2 * reset_variance * separation / reset_period
assert np.std(levels) > 0 and np.max(np.abs(synchronous)) == 0
# statistical errors are below one percent
assert close(np.mean(straddling**2), 2 * reset_variance, 0.03)
assert close(np.mean(random_phase**2), random_phase_law, 0.05)

# The long-term spectrum of held levels predicts the random-phase result
u = np.linspace(0, 2000, 400_001)
held_psd = 2 * reset_variance * reset_period * np.sinc(u)**2
held_integral = trapezoid(
    held_psd * power_response(u / reset_period, separation),
    u / reset_period)
assert close(held_integral, random_phase_law, 2e-3)

# White noise through one pole
white_variance = np.pi * white_psd * pole / 2


def white_filtered(f):
    return white_psd / (1 + (f / pole)**2)


def white_cds(lag):
    return 2 * white_variance * (1 - np.exp(-2 * np.pi * pole * lag))


break_even = np.log(2) / (2 * np.pi * pole)
assert close(spectrum_integral(white_filtered), white_variance, 2e-3)
for lag in (separation, short_separation, break_even):
    integrated = spectrum_integral(
        lambda f: white_filtered(f) * power_response(f, lag))
    # tolerance covers the omitted tail above the highest frequency
    assert close(integrated, white_cds(lag), 5e-3)
    if lag == break_even:
        assert close(integrated, white_variance, 5e-3)

# Time-domain simulation of the same filter driven by white noise
pixels = 40_000
step_fraction = 0.01
time_constant = 1 / (2 * np.pi * pole)
time_step = step_fraction * time_constant
drive_rms = np.sqrt(white_psd / (2 * time_step))
voltage = np.zeros(pixels)


def advance(v, steps):
    for _ in range(steps):
        drive = drive_rms * rng.standard_normal(pixels)
        v = v + step_fraction * (drive - v)
    return v


voltage = advance(voltage, 600)
first_read = voltage.copy()
short_steps = round(short_separation / time_step)
long_steps = round(separation / time_step)
voltage = advance(voltage, short_steps)
short_simulated = np.var(voltage - first_read)
voltage = advance(voltage, long_steps - short_steps)
long_simulated = np.var(voltage - first_read)
# tolerance covers sampling error and the finite time step
assert close(np.var(first_read), white_variance, 0.04)
assert close(short_simulated, white_cds(short_steps * time_step), 0.05)
assert close(long_simulated, white_cds(long_steps * time_step), 0.04)

# Random slow drift with exponential correlation
drift_cds = 2 * drift_rms**2 * (1 - np.exp(-separation / drift_time))


def drift_psd(f):
    x = 2 * np.pi * f * drift_time
    return 4 * drift_rms**2 * drift_time / (1 + x**2)


drift_integral = spectrum_integral(
    lambda f: drift_psd(f) * power_response(f, separation))
assert close(drift_integral, drift_cds, 3e-3)
assert close(drift_cds, 2 * drift_rms**2 * separation / drift_time, 2e-3)

# Deterministic disturbance and ramp, differenced in time
hum_difference = hum_amplitude * (
    np.sin(phases + 2 * np.pi * hum_frequency * separation)
    - np.sin(phases))
hum_residue = np.max(np.abs(hum_difference))
hum_slow_law = hum_amplitude * 2 * np.pi * hum_frequency * separation
assert close(hum_residue, hum_slow_law, 1e-4)
ramp_times = np.linspace(0, 1e-3, 11)
ramp_difference = (ramp_slope * (ramp_times + separation)
                   - ramp_slope * ramp_times)
ramp_residue = ramp_slope * separation
assert np.allclose(ramp_difference, ramp_residue, rtol=1e-8, atol=0)


# Flicker noise through the amplifier pole
def flicker_psd(f):
    return flicker_k / f / (1 + (f / pole)**2)


def flicker_cds(lag):
    a = 2 * np.pi * pole * lag
    tail = 0.5 * (np.exp(-a) * expi(a) + np.exp(a) * expi(-a))
    return 2 * flicker_k * (np.euler_gamma + np.log(a) - tail)


for lag in (separation, short_separation):
    integrated = spectrum_integral(
        lambda f: flicker_psd(f) * power_response(f, lag))
    assert close(integrated, flicker_cds(lag), 1e-3)

flicker_single = {}
flicker_double = {}
for low in (0.01, 1.0):
    flicker_single[low] = spectrum_integral(flicker_psd, low)
    flicker_double[low] = spectrum_integral(
        lambda f: flicker_psd(f) * power_response(f, separation), low)
    expected = 0.5 * flicker_k * np.log(1 + (pole / low)**2)
    assert close(flicker_single[low], expected, 1e-4)
assert flicker_single[0.01] > 1.2 * flicker_single[1.0]
assert close(flicker_double[0.01], flicker_double[1.0], 1e-5)

# Noise budget
before = (reset_variance + drift_rms**2 + white_variance
          + flicker_single[0.01])
after = drift_cds + white_cds(separation) + flicker_cds(separation)
assert after < before
volts_per_electron = q_electron / capacitance


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def microvolts(variance):
    return 1e6 * np.sqrt(variance)


show("Capacitance", capacitance * 1e15, "fF")
show("Temperature", temperature, "K")
show("Read separation T", separation * 1e6, "us")
show("Amplifier pole", pole / 1e6, "MHz")
show("White noise density", white_density * 1e9, "nV/sqrt(Hz)")
show("Flicker coefficient K", flicker_k, "V^2")
show("Drift correlation time", drift_time * 1e3, "ms")
show("Conversion gain", volts_per_electron * 1e6, "uV/electron")
show("Mean power response", mean_response)
show("Fraction of frequencies amplified", amplified_fraction)
show("Unity-gain frequency 1/(6T)", 1 / (6 * separation) / 1e3, "kHz")
show("First maximum 1/(2T)", 1 / (2 * separation) / 1e3, "kHz")
show("Power response at first maximum",
     power_response(1 / (2 * separation), separation))
show("Amplitude response at 1 kHz",
     np.sqrt(power_response(hum_frequency, separation)))
show("Reset rms, single read", microvolts(reset_variance), "uV")
show("Reset rms, single read",
     np.sqrt(reset_variance) / volts_per_electron, "electrons")
show("Reset rms, synchronized CDS", 1e6 * np.std(synchronous), "uV")
show("Reset rms, reads across a reset", microvolts(2 * reset_variance), "uV")
show("Reset period in phase test", reset_period * 1e6, "us")
show("Reset rms, random-phase reads", microvolts(random_phase_law), "uV")
show("Drift rms, single read", drift_rms * 1e6, "uV")
show("Drift rms, CDS", microvolts(drift_cds), "uV")
show("1 kHz disturbance amplitude", hum_amplitude * 1e6, "uV")
show("1 kHz disturbance, peak after CDS", hum_residue * 1e6, "uV")
show("Ramp slope", ramp_slope, "V/s")
show("Ramp residue after CDS", ramp_residue * 1e6, "uV")
show("2 pi pole T", 2 * np.pi * pole * separation)
show("White correlation between reads",
     np.exp(-2 * np.pi * pole * separation))
show("White rms, single read", microvolts(white_variance), "uV")
show("White rms, CDS", microvolts(white_cds(separation)), "uV")
show("White variance ratio, CDS/single",
     white_cds(separation) / white_variance)
show("Simulated white variance ratio", long_simulated / white_variance,
     digits=4)
show("Short read separation", short_separation * 1e6, "us")
show("White variance ratio at short separation",
     white_cds(short_separation) / white_variance)
show("Simulated ratio at short separation",
     short_simulated / white_variance, digits=4)
show("White-noise break-even separation", break_even * 1e6, "us")
show("Flicker rms, single read, from 1 Hz",
     microvolts(flicker_single[1.0]), "uV")
show("Flicker rms, single read, from 0.01 Hz",
     microvolts(flicker_single[0.01]), "uV")
show("Flicker rms, CDS, from 1 Hz", microvolts(flicker_double[1.0]), "uV")
show("Flicker rms, CDS, from 0.01 Hz",
     microvolts(flicker_double[0.01]), "uV")
show("Flicker rms, CDS, closed form",
     microvolts(flicker_cds(separation)), "uV")
show("Total rms, single read", microvolts(before), "uV")
show("Total rms, single read",
     np.sqrt(before) / volts_per_electron, "electrons")
show("Total rms, CDS", microvolts(after), "uV")
show("Total rms, CDS", np.sqrt(after) / volts_per_electron, "electrons")
print("success")
```

Printed output:

```
Capacitance: 1.6 fF
Temperature: 300 K
Read separation T: 2 us
Amplifier pole: 1 MHz
White noise density: 50 nV/sqrt(Hz)
Flicker coefficient K: 1e-09 V^2
Drift correlation time: 1 ms
Conversion gain: 100.14 uV/electron
Mean power response: 2
Fraction of frequencies amplified: 0.66667
Unity-gain frequency 1/(6T): 83.333 kHz
First maximum 1/(2T): 250 kHz
Power response at first maximum: 4
Amplitude response at 1 kHz: 0.012566
Reset rms, single read: 1608.9 uV
Reset rms, single read: 16.068 electrons
Reset rms, synchronized CDS: 0 uV
Reset rms, reads across a reset: 2275.4 uV
Reset period in phase test: 10 us
Reset rms, random-phase reads: 1017.6 uV
Drift rms, single read: 1000 uV
Drift rms, CDS: 63.214 uV
1 kHz disturbance amplitude: 1000 uV
1 kHz disturbance, peak after CDS: 12.566 uV
Ramp slope: 1 V/s
Ramp residue after CDS: 2 uV
2 pi pole T: 12.566
White correlation between reads: 3.4873e-06
White rms, single read: 62.666 uV
White rms, CDS: 88.623 uV
White variance ratio, CDS/single: 2
Simulated white variance ratio: 2.014
Short read separation: 0.05 us
White variance ratio at short separation: 0.53919
Simulated ratio at short separation: 0.5357
White-noise break-even separation: 0.11032 us
Flicker rms, single read, from 1 Hz: 117.54 uV
Flicker rms, single read, from 0.01 Hz: 135.72 uV
Flicker rms, CDS, from 1 Hz: 78.761 uV
Flicker rms, CDS, from 0.01 Hz: 78.761 uV
Flicker rms, CDS, closed form: 78.761 uV
Total rms, single read: 1900.3 uV
Total rms, single read: 18.977 electrons
Total rms, CDS: 134.36 uV
Total rms, CDS: 1.3418 electrons
success
```
